# Low-Field Hall Factor of a Nondegenerate Two-Dimensional Electron Gas: a program that tests the result

```python
# Result under test: the low-field Hall factor of a nondegenerate 2D gas,
#   r = <tau^2>/<tau>^2 = Gamma(2+2s)/Gamma(2+s)^2,   s > -1,
# for tau = tau0*(E/kT)^s, with R_H = -r/(n e) for electrons.
# x = E/kT; n = sheet density; s = scattering exponent; B = magnetic field.
# The independent road is a numerical solution of the linearised Boltzmann
# equation on an energy-angle grid, followed by inversion of the conductivity
# tensor. In the solver e = kT = tau0 = 1 and masses are relative.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import gamma

# Energy grid: x = u^2 removes half-integer powers at the band edge.
nodes, node_weights = np.polynomial.legendre.leggauss(200)
u = 3.5 * (nodes + 1)
x = u**2
dx = 3.5 * node_weights * 2 * u

# Periodic angular grid and its spectral derivative matrix.
n_angle = 16
step = 2 * np.pi / n_angle
angle = step * np.arange(n_angle)
derivative = np.zeros((n_angle, n_angle))
for i in range(n_angle):
    for j in range(n_angle):
        if i != j:
            derivative[i, j] = 0.5 * (-1)**(i - j) / np.tan((i - j) * step / 2)


def solve_boltzmann(tau, field, mx=1.0, my=1.0, alpha=0.0, eta=-30.0):
    """Return Hall factor and conductivity per carrier.

    alpha: nonparabolicity times kT, in E(1+alpha E) = kinetic k^2 term.
    eta: chemical potential over kT (very negative = nondegenerate).
    """
    stretch = 1 + 2 * alpha * x
    speed = np.sqrt(2 * x * (1 + alpha * x)) / stretch
    velocity = np.stack([np.outer(speed, np.cos(angle)) / np.sqrt(mx),
                         np.outer(speed, np.sin(angle)) / np.sqrt(my)], axis=2)
    occupation = 1 / (1 + np.exp(x - eta))
    minus_slope = occupation * (1 - occupation)
    cyclotron = field / (np.sqrt(mx * my) * stretch)
    operator = (np.eye(n_angle)[None] / tau[:, None, None]
                + cyclotron[:, None, None] * derivative[None])
    change = np.linalg.solve(operator, -velocity * minus_slope[:, None, None])
    density = np.sum(dx * stretch * occupation)
    measure = dx * stretch / (n_angle * density)
    sigma = -np.einsum('e,eai,eaj->ij', measure, velocity, change)
    resistivity = np.linalg.inv(sigma)
    return -resistivity[1, 0] / field, sigma


def hall_factor(s):
    return gamma(2 + 2 * s) / gamma(2 + s)**2


def field_coefficient(s):
    a1, a2, a3, a4 = [gamma(2 + p * s) for p in (1, 2, 3, 4)]
    return a4 / a2 - 2 * a3 / a1 + (a2 / a1)**2


# Main result and drift mobility, isotropic and elliptical bands.
for s in (-0.5, 0.0, 0.3, 0.5, 1.0):
    for mx, my in ((1.0, 1.0), (0.3, 2.0)):
        r_numeric, sigma = solve_boltzmann(x**s, 1e-3, mx, my)
        assert abs(r_numeric / hall_factor(s) - 1) < 1e-4
        assert abs(sigma[0, 0] * mx / gamma(2 + s) - 1) < 1e-4

# Closed special values and the quadratic minimum at s = 0.
assert abs(hall_factor(-0.5) - 4 / np.pi) < 1e-12
assert abs(hall_factor(0.5) - 32 / (9 * np.pi)) < 1e-12
assert abs(hall_factor(1.0) - 1.5) < 1e-12
small_s = 1e-3
curvature = (hall_factor(small_s) + hall_factor(-small_s) - 2) / (2 * small_s**2)
assert abs(curvature - (np.pi**2 / 6 - 1)) < 1e-4

# First field correction and high-field limit.
for s in (0.5, 1.0):
    weak = 0.003
    r_weak = solve_boltzmann(x**s, weak)[0]
    numeric_coefficient = (1 - r_weak / hall_factor(s)) / weak**2
    assert abs(numeric_coefficient / field_coefficient(s) - 1) < 0.01
assert abs(solve_boltzmann(x**0.5, 1e3)[0] - 1) < 1e-3

# For -2 < s < -1 the Hall factor diverges as a power of the field.
s_divergent = -1.25
log_x = np.linspace(-60, 4, 200001)
x_log = np.exp(log_x)
tau_log = x_log**s_divergent
weight_log = x_log**2 * np.exp(-x_log) * (log_x[1] - log_x[0])


def divergent_factor(w):
    denominator = 1 + (w * tau_log)**2
    along = np.sum(weight_log * tau_log / denominator)
    across = np.sum(weight_log * w * tau_log**2 / denominator)
    return across / (w * (along**2 + across**2))


power_numeric = np.log10(divergent_factor(1e-9) / divergent_factor(1e-10))
power_formula = (2 + 2 * s_divergent) / abs(s_divergent)
assert abs(power_numeric - power_formula) < 2e-3


# Born exponents from the angular integral of the golden rule.
def born_exponent(potential):
    def rate(k):
        return quad(lambda t: (1 - np.cos(t))
                    * potential(2 * k * np.sin(t / 2))**2, 0, 2 * np.pi)[0]
    return -np.log(rate(2.0) / rate(1.0)) / np.log(4.0)


s_short = born_exponent(lambda q: 1.0)
s_charge = born_exponent(lambda q: 1 / q)
assert abs(s_short) < 1e-8 and abs(s_charge - 1) < 1e-8

# Worked example: rough few-layer InSe values; s is a chosen model input.
e, hbar, m0 = const.e, const.hbar, const.m_e
temperature, mass_ratio, s = 300.0, 0.14, 0.5
n_cm2, mobility_cm2, field_T, current_A = 1e11, 600.0, 0.5, 1e-7
gap_eV, permittivity, thickness_nm, mass_z = 1.4, 8.0, 5.0, 0.08
other_mobility_cm2 = 1000.0
thermal = const.k * temperature
mass = mass_ratio * m0
n = n_cm2 * 1e4
mobility = mobility_cm2 * 1e-4
mean_tau = mobility * mass / e
tau0 = mean_tau / gamma(2 + s)
r = hall_factor(s)
hall_coefficient = -r / (n * e)
hall_voltage = hall_coefficient * current_A * field_T
sheet_resistance = 1 / (n * e * mobility)
apparent_n = 1 / (e * abs(hall_coefficient))
apparent_mobility = abs(hall_coefficient) / sheet_resistance

# Neglected effects, each switched on alone.
reduced_field = e * field_T * tau0 / mass
band_density = mass * thermal / (np.pi * hbar**2)
eta = np.log(np.expm1(n / band_density))
r_degenerate = solve_boltzmann(x**s, 1e-3, eta=eta)[0]
r_nonparabolic = solve_boltzmann(x**s, 1e-3, alpha=thermal / e / gap_eV)[0]
r_field = solve_boltzmann(x**s, reduced_field)[0]
tau_other = gamma(2 + s) * other_mobility_cm2 / mobility_cm2
tau_mixed = 1 / (x**(-s) + 1 / tau_other)
r_mixed, sigma_mixed = solve_boltzmann(tau_mixed, 1e-3)
mobility_mixed = mobility_cm2 * sigma_mixed[0, 0] / gamma(2 + s)
subband_gap = 3 * (np.pi * hbar)**2 / (2 * mass_z * m0 * (thickness_nm * 1e-9)**2)
thermal_speed = np.sqrt(2 * thermal / mass)
born_parameter = e**2 / (4 * const.epsilon_0 * permittivity * hbar * thermal_speed)

print("GENERAL RESULTS")
for exponent in (-0.5, 0.0, 0.25, 0.5, 0.75, 1.0):
    print(f"Hall factor at s = {exponent:5.2f}: {hall_factor(exponent):.4f}")
print(f"Boltzmann solver, s = 0.5: {solve_boltzmann(x**0.5, 1e-3)[0]:.4f}")
print(f"Field coefficient c, s = 0.5: {field_coefficient(0.5):.4f}")
print(f"Field coefficient c, s = 1: {field_coefficient(1.0):.4f}")
print(f"Divergent case s = {s_divergent}: power of B, solved {power_numeric:.3f}")
print(f"Divergent case: power of B, formula {power_formula:.3f}")
print(f"Born exponent, short-range: {abs(s_short):.3f}")
print(f"Born exponent, bare charge: {s_charge:.3f}")
print("EXAMPLE INPUTS (rough; s chosen)")
print(f"Temperature: {temperature:.0f} K")
print(f"In-plane mass: {mass_ratio:.2f} m0")
print(f"Exponent s: {s:.2f}")
print(f"Sheet density: {n_cm2:.2e} cm^-2")
print(f"Drift mobility: {mobility_cm2:.0f} cm2/Vs")
print(f"Magnetic field: {field_T:.2f} T")
print(f"Current: {current_A * 1e9:.0f} nA")
print(f"Gap: {gap_eV:.1f} eV")
print(f"Relative permittivity: {permittivity:.0f}")
print(f"Thickness: {thickness_nm:.1f} nm")
print(f"Out-of-plane mass: {mass_z:.2f} m0")
print(f"Mobility of added s = 0 channel: {other_mobility_cm2:.0f} cm2/Vs")
print("EXAMPLE RESULTS")
print(f"Thermal energy kT: {thermal / e * 1e3:.2f} meV")
print(f"Mean relaxation time: {mean_tau * 1e15:.2f} fs")
print(f"tau0: {tau0 * 1e15:.2f} fs")
print(f"Hall factor: {r:.4f}")
print(f"Hall coefficient: {hall_coefficient:.1f} m^2/C")
print(f"Hall voltage: {hall_voltage * 1e3:.4f} mV")
print(f"Sheet resistance: {sheet_resistance / 1e3:.2f} kohm per square")
print(f"Density read with r = 1: {apparent_n * 1e-4:.3e} cm^-2")
print(f"Hall mobility: {apparent_mobility * 1e4:.1f} cm2/Vs")
print("NEGLECTED EFFECTS")
print(f"Effective band density: {band_density * 1e-4:.3e} cm^-2")
print(f"Density / band density: {n / band_density:.4f}")
print(f"Hall factor with degeneracy: {r_degenerate:.4f}")
print(f"Hall factor with nonparabolicity: {r_nonparabolic:.4f}")
print(f"omega_c tau0: {reduced_field:.4f}")
print(f"Hall factor at the stated field: {r_field:.5f}")
print(f"Hall factor with added channel: {r_mixed:.4f}")
print(f"Drift mobility with added channel: {mobility_mixed:.1f} cm2/Vs")
print(f"Hard-wall subband spacing: {subband_gap / e:.3f} eV")
print(f"Second-subband Boltzmann factor: {np.exp(-subband_gap / thermal):.1e}")
print(f"hbar/<tau>: {hbar / mean_tau / e * 1e3:.2f} meV")
print(f"hbar/(<tau> kT): {hbar / mean_tau / thermal:.3f}")
print(f"Born parameter (should be << 1): {born_parameter:.2f}")
print("OK")
```

Output:

```
GENERAL RESULTS
Hall factor at s = -0.50: 1.2732
Hall factor at s =  0.00: 1.0000
Hall factor at s =  0.25: 1.0356
Hall factor at s =  0.50: 1.1318
Hall factor at s =  0.75: 1.2847
Hall factor at s =  1.00: 1.5000
Boltzmann solver, s = 0.5: 1.1318
Field coefficient c, s = 0.5: 0.2635
Field coefficient c, s = 1: 5.0000
Divergent case s = -1.25: power of B, solved -0.400
Divergent case: power of B, formula -0.400
Born exponent, short-range: 0.000
Born exponent, bare charge: 1.000
EXAMPLE INPUTS (rough; s chosen)
Temperature: 300 K
In-plane mass: 0.14 m0
Exponent s: 0.50
Sheet density: 1.00e+11 cm^-2
Drift mobility: 600 cm2/Vs
Magnetic field: 0.50 T
Current: 100 nA
Gap: 1.4 eV
Relative permittivity: 8
Thickness: 5.0 nm
Out-of-plane mass: 0.08 m0
Mobility of added s = 0 channel: 1000 cm2/Vs
EXAMPLE RESULTS
Thermal energy kT: 25.85 meV
Mean relaxation time: 47.76 fs
tau0: 35.93 fs
Hall factor: 1.1318
Hall coefficient: -7063.9 m^2/C
Hall voltage: -0.3532 mV
Sheet resistance: 104.03 kohm per square
Density read with r = 1: 8.836e+10 cm^-2
Hall mobility: 679.1 cm2/Vs
NEGLECTED EFFECTS
Effective band density: 1.512e+12 cm^-2
Density / band density: 0.0661
Hall factor with degeneracy: 1.1286
Hall factor with nonparabolicity: 1.0982
omega_c tau0: 0.0226
Hall factor at the stated field: 1.13162
Hall factor with added channel: 1.0562
Drift mobility with added channel: 363.5 cm2/Vs
Hard-wall subband spacing: 0.564 eV
Second-subband Boltzmann factor: 3.3e-10
hbar/<tau>: 13.78 meV
hbar/(<tau> kT): 0.533
Born parameter (should be << 1): 3.37
OK
```
